# Goldstone-Wilczek current and the half charge of a mass kink

## A charge that goes missing

Take a one-dimensional Dirac field whose mass term is rotated by a chiral angle $\theta(x)$, and let $\theta$ grow at a constant rate. A local change of basis removes the rotation and leaves a constant potential. If the potential is smaller than half the gap, each momentum still has one negative and one positive level, so filling the negative levels seems to give no charge. Yet when the levels of a ring with three full turns of $\theta$ are counted in the original basis, the charge is $-3$. The change of basis is unitary and loses nothing; the pairing argument fails because it ignores how the infinite sums over levels are cut off. Done with care, the count gives the charge of a chiral domain wall, which is then compared with the charge of a mass kink.

**Conventions.** In the algebra $\hbar=e=m_e=1$, and "charge" means particle number. With $\gamma^0=\sigma_1$ and $\gamma_5=\sigma_3$, the mass term $M e^{i\theta\gamma_5}$ enters the Hamiltonian as
$$\sigma_1(\cos\theta+i\sigma_3\sin\theta)=\cos\theta\,\sigma_1+\sin\theta\,\sigma_2,$$
because $\sigma_1\sigma_3=-i\sigma_2$. Hence, with $p=-i\partial_x$ and speed $v$,
$$H=v\,p\,\sigma_3+M(\cos\theta\,\sigma_1+\sin\theta\,\sigma_2).$$

The charge density is $\tfrac12[\psi^\dagger,\psi]$, which treats particles and holes alike. A level $u_n$ with occupation $n_n$ contributes $(n_n-\tfrac12)|u_n|^2$. With the negative levels filled,
$$\rho(x)=-\tfrac12\sum_n \mathrm{sign}(E_n)|u_n(x)|^2,\qquad Q=-\tfrac12\eta,$$
where $\eta$ is the spectral asymmetry, the number of positive levels minus the number of negative ones. Both numbers are infinite, so the difference needs a regulator. I use $e^{-\tau|E|}$ with $\tau\to0$: it depends on the energies and not on the basis.

## Simple case: a uniform twist

Write $\psi=U\chi$ with $U=e^{-i\theta\sigma_3/2}$. Since $U\sigma_1U^\dagger=\sigma_1e^{i\theta\sigma_3}=\cos\theta\,\sigma_1+\sin\theta\,\sigma_2$, the mass term becomes $M\sigma_1$. The derivative also acts on $U$: $pU=-\tfrac12\theta'\sigma_3U$. Therefore
$$U^\dagger HU=vp\,\sigma_3+M\sigma_1-a,\qquad a=\tfrac12v\theta',$$
with levels $\pm E_k-a$, where $E_k=\sqrt{v^2k^2+M^2}$. For $|a|<M$ no level has changed sign, and the regulated asymmetry per length is
$$\frac{\eta}{L}=\int\!\frac{dk}{2\pi}\left[e^{-\tau(E_k-a)}-e^{-\tau(E_k+a)}\right]=2\sinh(\tau a)\int\!\frac{dk}{2\pi}e^{-\tau E_k}.$$
For small $\tau$ the integral is dominated by $v|k|\sim1/\tau\gg M$, so it tends to $1/(\pi v\tau)$. The small factor $2\tau a$ meets this divergence and leaves $2a/(\pi v)=\theta'/\pi$. Thus
$$\rho=-\frac{\theta'}{2\pi}.$$

A count on a ring shows where the charge sits. Let $\theta'=G=2\pi n/L$ with $n>0$, and keep $N$ momenta $|k|\le K$ for each component of $\psi$. The mass couples the upper component at $k$ to the lower one at $k+G$. At the top edge, $n$ upper components have no partner; their energy is near $+vK$. At the bottom edge, $n$ lower components have no partner; their energy $-vk$ is also near $+vK$. The other $N-n$ pairs give one negative level each if $|a|<M$. Relative to half filling, $N$, the charge is $-n$. A cutoff on the momentum of $\chi$ would keep the pairs complete and miss this.

**Where it fails.** Round model parameters are $\hbar v=5$ eV Å, $M=0.5$ eV and $L=400$ Å. Three turns give $a=0.118$ eV and the count is $-3$. Sixteen turns give $a=0.628$ eV, above $M$. Then positive-branch levels with $E_\kappa<a$ are filled too, where $\kappa=k+G/2$:
$$|\kappa|<\frac{\sqrt{0.628^2-0.5^2}}{5}\approx0.076\ \text{Å}^{-1}.$$
The spacing is $2\pi/400=0.0157$ Å$^{-1}$, so $\kappa$ runs from $-4$ to $4$ spacings: nine extra levels. The charge is $-16+9=-7$, as the diagonalization finds.

## Generalization: an angle that varies in space

The next derivation uses a convergent integral and no regulator. A constant $\theta$ can be removed by a global rotation, which leaves $\rho$ unchanged. If $\theta$ changes little over the range on which the density responds, it is therefore enough near any point to expand about $\theta=0$, to first order in the perturbation $M\sigma_2\,\delta\theta(x)$.

Set $vk=E\cos\alpha$, $M=E\sin\alpha$. The unperturbed spinors are
$$u_+=\begin{pmatrix}\cos\frac\alpha2\\ \sin\frac\alpha2\end{pmatrix},\qquad u_-=\begin{pmatrix}-\sin\frac\alpha2\\ \cos\frac\alpha2\end{pmatrix}.$$
Primes on $u$, $E$, $\alpha$ denote momentum $k+q$, and $D=(\alpha'-\alpha)/2$. The Fourier component $\theta_q e^{iqx}$ changes the density in two ways: the filled state at $k$ acquires some $u_+'$, and the filled state at $k+q$ acquires some $u_+$. Both have energy denominator $-(E+E')$. The products of matrix elements are
$$(u_-^\dagger u_+')(u_+'^\dagger\sigma_2u_-)=(\sin D)(-i\cos D),$$
$$(u_+^\dagger u_-')(u_-'^\dagger\sigma_2u_+)=(-\sin D)(i\cos D).$$
They are equal, and their sum is $-i\sin(\alpha'-\alpha)$. With the denominator,
$$\rho_q=\theta_q\int\!\frac{dk}{2\pi}\,\frac{iM\sin(\alpha'-\alpha)}{E+E'}.$$
From the definitions of the angles,
$$\sin(\alpha'-\alpha)=\frac{M\,vk-v(k+q)M}{EE'}=-\frac{vqM}{EE'},$$
and so
$$\rho_q=-\frac{iq}{2\pi}F(q)\,\theta_q,\qquad F(q)=vM^2\!\int\!\frac{dk}{EE'(E+E')}.$$

**Limit $q\to0$.** Here $F(0)=\tfrac12vM^2\int dk/E^3$. Since $vk/(M^2E)$ has derivative $v/E^3$ in $k$, we have $\int v\,dk/E^3=2/M^2$ and $F(0)=1$. As $iq\,\theta_q$ is the transform of $\theta'$, the result $\rho=-\theta'/2\pi$ returns. This time it comes from momenta $v|k|\sim M$, far from any cutoff.

**Finite $q$.** Partial fractions give
$$\frac1{EE'(E+E')}=\frac1\pi\int_{-\infty}^{\infty}\frac{d\omega}{(\omega^2+E^2)(\omega^2+E'^2)}.$$
Combine the denominators with a Feynman parameter $s$ and shift $vk$ by $svq$. The remaining plane integral is $\int d^2\ell/(\ell^2+\Lambda)^2=\pi/\Lambda$, with $\Lambda=M^2+s(1-s)v^2q^2$. Hence
$$F=\int_0^1\!\frac{M^2\,ds}{M^2+s(1-s)v^2q^2}.$$
With $s=(1+t)/2$ and $y=vq/2M$,
$$F=\int_0^1\!\frac{dt}{1+y^2-y^2t^2}=\frac{\operatorname{arcsinh}y}{y\sqrt{1+y^2}}.$$
At small $q$, $\int_0^1s(1-s)ds=\tfrac16$ gives $F\simeq1-v^2q^2/6M^2$. Because $-q^2$ stands for $\partial_x^2$,
$$\rho\simeq-\frac1{2\pi}\left[\theta'+\frac{v^2}{6M^2}\theta'''\right].$$
Linear response cannot see nonlinear terms of the same gradient order, but there are none. Terms even in $\theta$ vanish because $H(-\theta)=-\sigma_3H(\theta)^*\sigma_3$, so reversing $\theta$ reverses $\rho$. A term $\theta'^3$ vanishes because the uniform twist gives exactly $-\theta'/2\pi$ for $|a|<M$. "Slowly varying" thus means slow on the length $v/M$, here 10 Å. At $q=0.02$ Å$^{-1}$, $F=0.993$; at $q=0.20$ Å$^{-1}$ it has fallen to 0.623, and the local formula is poor.

## An angle that varies in time

Now let $\theta$ be uniform in space and change slowly. For each $k$ the Hamiltonian is $\mathbf b\cdot\boldsymbol\sigma$, and $\mathbf s=\langle\boldsymbol\sigma\rangle$ obeys $\dot{\mathbf s}=2\mathbf b\times\mathbf s$. Choose the basis so that $\theta=0$ at the instant considered:
$$\mathbf b=(M,0,vk),\qquad\dot{\mathbf b}=(0,M\dot\theta,0).$$
The filled state has $\mathbf s=-\mathbf b/E+\boldsymbol\delta$, with a small lag $\boldsymbol\delta\perp\mathbf b$. To first order in the rate, $-\dot{\mathbf b}/E=2\mathbf b\times\boldsymbol\delta$. Taking $\mathbf b\times$ of both sides and using $\mathbf b\times(\mathbf b\times\boldsymbol\delta)=-E^2\boldsymbol\delta$,
$$\boldsymbol\delta=\frac{\mathbf b\times\dot{\mathbf b}}{2E^3},\qquad\delta_z=\frac{M^2\dot\theta}{2E^3}.$$
The current operator is $\partial H/\partial p=v\sigma_3$. The part $-vk/E$ of $s_z$ is odd in $k$ and cancels, leaving
$$j=v\int\!\frac{dk}{2\pi}\frac{M^2\dot\theta}{2E^3}=\frac{\dot\theta}{2\pi}.$$
Continuity holds: $\partial_t\rho+\partial_xj=-\dot\theta'/2\pi+\dot\theta'/2\pi=0$. Together,
$$j^\mu=\frac1{2\pi}\varepsilon^{\mu\nu}\partial_\nu\theta,\qquad\varepsilon^{10}=+1,$$
with coordinates $(t,x)$. This is the Goldstone-Wilczek current at leading order in gradients. The overall sign depends on convention: it changes if $\varepsilon^{10}=-1$ is chosen, or if $\gamma_5$ is reversed in the mass term while the kinetic term $vp\,\sigma_3$ is kept.

For a ramp $\theta=\tfrac12\Delta[1+\tanh(t/T)]$ with $\Delta=2\pi/3$ and $\hbar/T=0.0625$ eV, well below the gap $2M=1$ eV, the formula transfers a charge $1/3$. Direct time evolution gives 0.3327, lower by 0.2% of the formula value. The run does not separate the errors of its finite time step and momentum range from a physical correction, so this shortfall should not be read as a non-adiabatic effect.

## A localized wall

Integrating the static density across a slow wall gives
$$Q=-\frac{\Delta\theta}{2\pi}.$$
This survives when the wall is made narrow, under a condition. Deform the wall slowly with its end angles fixed. Far away the field is gapped and $\dot\theta=0$, so no charge flows out. If no level crosses zero on the way, the system remains in the state with negative levels filled, and $Q$ keeps its slow-wall value. If a level does cross, $Q$ of that filling jumps by one.

**Numbers.** Take $\theta=\tfrac12\Delta[1+\tanh(x/w)]$ with $\Delta=2\pi/3$ and $w=20$ Å. At the centre $\theta'=\Delta/2w=0.0524$ Å$^{-1}$, and the shift $\hbar v\theta'/2=0.131$ eV lies inside the gap. The leading density is
$$-\frac{0.0524}{2\pi}=-0.00833\ \text{Å}^{-1}.$$
There $\theta'''=-2\theta'/w^2$, so the gradient correction multiplies it by
$$1-\frac{(10)^2}{3(20)^2}=0.917,$$
giving $-0.00764$ Å$^{-1}$. Diagonalization gives $-0.00780$ Å$^{-1}$, or $-0.00413$ per bohr. Relative to that value, the leading formula is too large in magnitude by 7% and the corrected one too small by 2%. The full form factor reproduces the density profile within 0.06% of the leading peak, although it was derived for a small change of angle. That residual is of the size of the plane-wave cutoff error discussed next, so it is an upper bound on the nonlinear correction and not a measurement of it.

The total charge is $-0.3331$ against $-1/3$. The difference, 0.06% of $1/3$, lies below the relative cutoff scale $(M/\text{cutoff})^2=0.16\%$ of the plane-wave basis and is not evidence of a width dependence. For this wall the leading formula thus misses the central density by 7% but the charge by less than 0.1%. The deformation argument protects only the charge, not the local density. On the ring a second wall returns the angle to zero and carries the opposite charge, so the total is an integer.

## From the chiral wall to a real mass kink

Replace the mass of fixed size by a real profile $\varphi(x)$ running from $-m$ to $+m$, and add a uniform bias $\epsilon$:
$$H=H_0+\epsilon\sigma_2,\qquad H_0=vp\,\sigma_3+\varphi\,\sigma_1.$$

**Zero mode.** Multiplying $H_0\psi=0$ by $i\sigma_3/v$ and using $\sigma_3\sigma_1=i\sigma_2$ gives $\psi'=(\varphi/v)\sigma_2\psi$. The solution that decays on both sides has $\sigma_2=-1$ and $\psi\propto\exp(-\int\varphi\,dx/v)$. With the bias its energy is $-\epsilon$.

**Asymmetry.** Since $\sigma_2$ anticommutes with $H_0$, $H^2=H_0^2+\epsilon^2$ and
$$\mathrm{sign}\,H=(H_0+\epsilon\sigma_2)(H_0^2+\epsilon^2)^{-1/2}.$$
Conjugation by $\sigma_2$ reverses the $H_0$ term, so that term has no trace. What remains is
$$\eta=\epsilon\,\mathrm{Tr}\,\sigma_2(H_0^2+\epsilon^2)^{-1/2},$$
the difference between the two sectors $\sigma_2=\pm1$. It has a bound part and a continuum part.

With $A=v\partial_x+\varphi$, squaring $H_0$ gives
$$H_0^2=-v^2\partial_x^2+\varphi^2+v\varphi'\sigma_2,$$
which is $AA^\dagger$ for $\sigma_2=+1$ and $A^\dagger A$ for $\sigma_2=-1$. So $A$ turns a scattering state of the minus sector into one of the plus sector at the same energy. It multiplies $e^{ikx}$ by $ivk-m$ on the left and by $ivk+m$ on the right. The transmission amplitudes therefore obey
$$\frac{t_+}{t_-}=\frac{ivk+m}{ivk-m},$$
whose phase is $2\arctan(vk/m)-\pi$.

In a large box, the two scattering channels together change the density of states by $\pi^{-1}d\delta_{\rm tot}/dk$. Here $e^{2i\delta_{\rm tot}}=\det S=t/t^*$ by unitarity, so $\delta_{\rm tot}=\arg t$. The density difference between plus and minus sectors is
$$\Delta n(k)=\frac2\pi\frac{mv}{m^2+v^2k^2},\qquad k>0.$$
Its integral is 1, which balances the bound state present in the minus sector alone. The wall's shape has dropped out.

A check that does not involve the bias replaces the inverse root by a resolvent:
$$\mathrm{Tr}\frac{\sigma_2}{H_0^2+z}=-\frac1z+\int_0^\infty\!\frac{\Delta n\,dk}{m^2+v^2k^2+z}=-\frac{m}{z\sqrt{m^2+z}},$$
by partial fractions in $v^2k^2$. For $z=0.1$ eV$^2$ this is $-8.45$ eV$^{-2}$, and the trace near a diagonalized kink agrees to those digits.

**Sum of the two parts.** For $\epsilon>0$ the bound state gives $-1$. In the continuum integral put $P=vk$ and $w=P/\sqrt{P^2+m^2+\epsilon^2}$. Then $dP/\sqrt{P^2+m^2+\epsilon^2}=dw/(1-w^2)$ and $m^2+P^2=(m^2+\epsilon^2w^2)/(1-w^2)$, so
$$\eta=-1+\frac{2\epsilon}\pi\int_0^1\!\frac{m\,dw}{m^2+\epsilon^2w^2}=-1+\frac2\pi\arctan\frac\epsilon m.$$
Hence
$$Q=\frac12-\frac1\pi\arctan\frac\epsilon m=\frac1\pi\arctan\frac m\epsilon.$$
The last form also holds for $\epsilon<0$, because $\eta$ is odd in $\epsilon$.

**Comparison with the current.** Write $\varphi+i\epsilon=|M|e^{i\theta}$ and $\delta=\arctan(\epsilon/m)$. For $\epsilon>0$ the angle goes from $\pi-\delta$ through $\pi/2$ to $\delta$, so $\Delta\theta=2\delta-\pi$ and
$$-\frac{\Delta\theta}{2\pi}=\frac12-\frac\delta\pi,$$
the same charge. For $\epsilon<0$ the path passes through $-\pi/2$ and the sign reverses.

**The limit of one half.** As $\epsilon\to0^\pm$, the continuum part vanishes and $Q\to\pm\tfrac12$. The two values differ by one particle: the level at $-\epsilon$ is filled for positive bias and empty for negative bias. At $\epsilon=0$ both fillings have the same energy, and the spectrum alone does not select the sign.

For $m=0.5$ eV and $\epsilon=0.2$ eV, the continuum part is $(2/\pi)\arctan0.4=0.242$, so $Q=(1-0.242)/2=0.379$. Assigning one half to the bound level and ignoring the continuum would overstate this charge by about a third. Diagonalization gives 0.379 for kink widths of both 5 and 8 Å. With $\epsilon=\pm0.0001$ eV it gives $\pm0.4999$. A distant antikink carries the compensating charge on the ring. The bias must be much larger than any tunnel splitting between the two zero modes; otherwise they mix, and the filled level is shared between the two walls.

The remaining comparisons are in the numerical output below.

## Numbers as computed

```
hbar v = 5.0 eV angstrom, mass M = m = 0.50 eV
decay length hbar v/M = 10.0 angstrom
ring length = 400 angstrom, plane waves per component = 321
cutoff energy = 12.57 eV, (M/cutoff)^2 = 0.00158
form factor at q = 0.02 1/angstrom: band sum 0.993386, closed form 0.993386
form factor at q = 0.10 1/angstrom: band sum 0.860818, closed form 0.860818
form factor at q = 0.20 1/angstrom: band sum 0.623225, closed form 0.623225
chiral wall: angle step = 2.094395 rad, width = 20 angstrom
largest hbar v theta'/2 in wall = 0.1309 eV
wall charge: diagonalization -0.33312, current formula -0.33333
centre density, leading current = -0.008333 1/angstrom
centre density, with gradient correction = -0.007639 1/angstrom
centre density, full form factor = -0.007803 1/angstrom
centre density, diagonalization = -0.007798 1/angstrom = -0.004127 1/bohr
largest deviation from form-factor density, relative to leading peak = 0.00060
time ramp: hbar/ramp time = 0.0625 eV
charge passed: time evolution 0.33273, current formula 0.33333
uniform slope 0.05 rad/angstrom: regulated density -0.0079572, formula -0.0079577 1/angstrom
3 turns: hbar v theta'/2 = 0.1178 eV, charge = -3, -turns = -3, extra filled levels = 0
16 turns: hbar v theta'/2 = 0.6283 eV, charge = -7, -turns = -16, extra filled levels = 9
sigma2 resolvent trace at z = 0.02 eV^2: -48.1124, formula -48.1125 1/eV^2
sigma2 resolvent trace at z = 0.10 eV^2: -8.4514, formula -8.4515 1/eV^2
kink width 8 angstrom, bias 0.2000 eV: Q = 0.37878, formula 0.37888
  bound level = -0.20000 eV, its weight near the kink = 1.00000
  eta: bound part -1.00000, continuum part 0.24244, continuum formula 0.24224
kink width 5 angstrom, bias 0.2000 eV: Q = 0.37878, formula 0.37888
kink width 8 angstrom, bias 0.0500 eV: Q = 0.46825, formula 0.46827
kink width 8 angstrom, bias 0.0001 eV: Q = 0.49994, formula 0.49994
kink width 8 angstrom, bias -0.0001 eV: Q = -0.49994, formula -0.49994
```
